# When tunnelling suppresses hydrogen-bond ferroelectric order: a mean-field solution

Treat the protons of a hydrogen-bonded ferroelectric as classical two-position dipoles, and mean-field theory predicts order in every such crystal at low enough temperature, with all dipoles aligned at absolute zero. For the numbers used below it would put the transition at 220 K and the saturated polarization at 12.8 µC/cm². Allow each proton to tunnel between its positions, with the coupling unchanged, and these values become 127 K and 5.0 µC/cm². Raise the tunnelling energy by another 9 % and the order is gone at every temperature. The classical picture cannot say where this happens.

## One bond

A proton in a symmetric double well has an even ground state \(|0\rangle\) and an odd first excited state \(|1\rangle\). Call their splitting \(2\Omega\), measure energy from their midpoint, and assume that higher levels may be dropped. Then

\[
H_1=-\Omega\left(|0\rangle\langle0|-|1\rangle\langle1|\right).
\]

The states on the two sides are \(|R\rangle=(|0\rangle+|1\rangle)/\sqrt2\) and \(|L\rangle=(|0\rangle-|1\rangle)/\sqrt2\). Multiplying out,

\[
|R\rangle\langle L|+|L\rangle\langle R|=|0\rangle\langle0|-|1\rangle\langle1|,
\]
\[
|R\rangle\langle R|-|L\rangle\langle L|=|0\rangle\langle1|+|1\rangle\langle0|.
\]

The first operator is the Pauli matrix \(\sigma^x\) in the basis \(R,L\); the second is \(\sigma^z\). Hence \(H_1=-\Omega\sigma^x\). By parity the position has no diagonal elements in \(|0\rangle,|1\rangle\), so it is proportional to \(\sigma^z\). The dipole is \(\mu\sigma^z\), and a field \(E\) adds \(-b\sigma^z\) with \(b=\mu E\).

For later use, take a general field \(h_z\) along \(z\):

\[
H_1=-\Omega\sigma^x-h_z\sigma^z=-e\,\hat n\cdot\boldsymbol\sigma,\qquad e=\sqrt{\Omega^2+h_z^2},
\]

with the unit vector \(\hat n=(\Omega,0,h_z)/e\). Since \((\hat n\cdot\boldsymbol\sigma)^2=1\), the levels are \(\mp e\). Their Boltzmann weights give \(\langle\hat n\cdot\boldsymbol\sigma\rangle=\tanh(e/kT)\), and the perpendicular components average to zero. Therefore

\[
\langle\sigma^z\rangle=\frac{h_z}{e}\tanh\frac{e}{kT},\qquad
\langle\sigma^x\rangle=\frac{\Omega}{e}\tanh\frac{e}{kT}.
\]

Limit: at \(T=0\) and small \(h_z\), \(\langle\sigma^z\rangle=h_z/\Omega\). A classical dipole would align fully in any field, however weak. The tunnelling dipole has a finite stiffness \(\Omega\), and order must overcome it.

## Many bonds at zero temperature

Couple the bonds:

\[
H=-\Omega\sum_i\sigma^x_i-\frac12\sum_{ij}J_{ij}\sigma^z_i\sigma^z_j-b\sum_i\sigma^z_i .
\]

The factor ½ corrects for counting each pair twice, and \(J_{ii}=0\). I assume \(J_{ij}\ge0\) and the same sum \(J_0=\sum_jJ_{ij}>0\) at every site.

Start with \(b=0\) and give all sites the same state, with \(\langle\sigma^x\rangle=c\) and \(\langle\sigma^z\rangle=\pm\sqrt{1-c^2}\). Without correlations, the average of \(\sigma^z_i\sigma^z_j\) is the product of the averages. The energy per site is

\[
\epsilon(c)=-\Omega c-\frac{J_0}{2}(1-c^2)
=\frac{J_0}{2}\left(c-\frac{\Omega}{J_0}\right)^2-\frac{\Omega^2+J_0^2}{2J_0}.
\]

If \(\Omega<J_0\), the minimum lies at \(c=\Omega/J_0\), so that the order parameter \(m=\langle\sigma^z\rangle\) obeys

\[
|m|=\sqrt{1-\Omega^2/J_0^2}.
\]

If \(\Omega\ge J_0\), the parabola's minimum is at or beyond the largest allowed value \(c=1\). The best state is then \(c=1\), \(m=0\). The zero-temperature threshold is \(\Omega=J_0\).

The disordered state has energy \(-\Omega\), so order gains

\[
-\Omega+\frac{\Omega^2+J_0^2}{2J_0}=\frac{(J_0-\Omega)^2}{2J_0}.
\]

This vanishes quadratically at the threshold. For \(\Omega\to0\) it becomes \(J_0/2\), the classical value, and \(|m|\to1\).

A case where neglecting correlations should be harmless is \(J_{ij}=J_0/N\) between all \(N\) sites. There \(H\) contains only the averages \(\sum_i\sigma^z_i/N\) and \(\sum_i\sigma^x_i/N\), whose commutator is \(2i\sum_i\sigma^y_i/N^2\), at most of size \(2/N\). For large \(N\) they should behave as ordinary numbers. Diagonalizing this model at \(\Omega=0.8J_0\) and extrapolating in \(1/N\) gives \(\langle m^2\rangle=0.36001\); the formula gives 0.36. At \(\Omega=1.2J_0\) the values are 0.00243 for \(N=1001\) and 0.00122 for \(N=2001\). They halve as \(N\) doubles, as expected of fluctuations without order.

## Temperature, and sites free to differ

Two assumptions need replacing: \(T=0\), and the same state at all sites. The tool is a bound on the free energy \(F=-kT\ln Z\), where \(Z=\mathrm{Tr}\,e^{-H/kT}\). For any density matrix \(\rho\),

\[
F\le\mathrm{Tr}\,\rho H+kT\,\mathrm{Tr}\,\rho\ln\rho .
\]

To prove it, let \(\rho\) have eigenvalues \(p_a\), let \(\rho_{\rm eq}=e^{-H/kT}/Z\) have eigenvalues \(q_b\), and let \(w_{ab}\) be the squared overlaps of their eigenvectors. Since \(\ln\rho_{\rm eq}=(F-H)/kT\), the right side minus \(F\) is \(kT\) times

\[
\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_{\rm eq})=\sum_{ab}w_{ab}\,p_a\ln\frac{p_a}{q_b}\ge\sum_{ab}w_{ab}(p_a-q_b)=0 .
\]

The inequality uses \(\ln x\ge1-1/x\); the last step uses that the overlaps sum to one over either index. Equality holds for \(\rho=\rho_{\rm eq}\).

Mean-field theory takes the best product \(\rho=\prod_i\rho_i\). Write \(x_i,z_i\) for the averages of \(\sigma^x_i,\sigma^z_i\). Because \(2z_iz_j\le z_i^2+z_j^2\) and \(J_{ij}\ge0\),

\[
\frac12\sum_{ij}J_{ij}z_iz_j\le\frac{J_0}{2}\sum_iz_i^2 .
\]

The trial free energy is thus at least a sum of identical one-site functions,

\[
g(\rho_i)=-\Omega x_i-bz_i-\frac{J_0}{2}z_i^2+kT\,\mathrm{Tr}\,\rho_i\ln\rho_i ,
\]

and putting every site in the state that minimizes \(g\) reaches this value. No staggered or irregular product state does better. With couplings of both signs the conclusion survives if \(J_0\) is the largest eigenvalue of \(J_{ij}\), because the displayed inequality still holds. If another pattern has a larger eigenvalue, the uniform solution need not be the best one.

The quadratic term can be made linear. From \(\frac12J_0(m-z)^2\ge0\),

\[
-\frac{J_0}{2}z^2=\min_m\left(\frac{J_0}{2}m^2-J_0mz\right).
\]

Interchange the minima over \(m\) and \(\rho_i\). For fixed \(m\), what remains is one bond in the field \(h_z=J_0m+b\), and its minimum over \(\rho_i\) is its equilibrium free energy. The levels \(\pm e\) give

\[
f(m)=\frac{J_0}{2}m^2-kT\ln\left(2\cosh\frac{e}{kT}\right),
\]
\[
e^2=\Omega^2+(J_0m+b)^2 .
\]

The lowest value of \(f\) is the mean-field free energy per site, and an upper bound on the true one. Since \(de/dm=J_0(J_0m+b)/e\), setting \(df/dm=0\) gives

\[
m=\frac{J_0m+b}{e}\tanh\frac{e}{kT}.
\]

This is the one-bond result with the neighbours' average field added.

## Which solution wins

At \(b=0\), \(m=0\) always solves this equation. To decide whether it is the minimum, use \(u=m^2\) as the variable. From \(e^2=\Omega^2+J_0^2u\) follows \(de/du=J_0^2/(2e)\), and

\[
\frac{df}{du}=\frac{J_0}{2}\left[1-J_0\frac{\tanh(e/kT)}{e}\right].
\]

With \(y=e/kT\), the derivative of \(\tanh y/y\) is

\[
\frac{y-\sinh y\cosh y}{y^2\cosh^2y}<0 ,
\]

because \(\sinh y\cosh y>y\) for \(y>0\). So \(df/du\) increases with \(u\), and \(f\) has a single minimum in \(u\). If the slope at \(u=0\) is not negative, that point wins. Order therefore requires

\[
\frac{J_0}{\Omega}\tanh\frac{\Omega}{kT}>1 .
\]

The hyperbolic tangent is below one at any \(T>0\) and tends to one as \(T\to0\). Within mean field, \(\Omega\ge J_0\) thus excludes order at every temperature, while \(\Omega<J_0\) permits it below some \(T_c\).

In the ordered phase the bracket vanishes:

\[
e=J_0\tanh\frac{e}{kT},\qquad m^2=\frac{e^2-\Omega^2}{J_0^2}.
\]

Inserting this in the one-bond average gives \(\langle\sigma^x\rangle=\Omega/J_0\), independent of temperature. Heating shortens the vector \((\langle\sigma^x\rangle,\langle\sigma^z\rangle)\) entirely at the expense of its \(z\) component. When that component reaches zero, order ends, without a jump.

As \(T\to0\), \(e\to J_0\) and the earlier \(|m|\) returns. At finite temperature, take \(\Omega=0.6J_0\) and \(kT=0.5J_0\). The formulas give \(m^2=0.5568\) and \(\langle\sigma^x\rangle=0.6\). Diagonalizing the infinite-range model, with all total spins included and the sizes extrapolated, gives 0.5577 and 0.5996.

## The transition temperature

At \(T_c\) the order condition becomes an equality, \(\tanh(\Omega/kT_c)=\Omega/J_0\), so

\[
kT_c=\frac{\Omega}{\operatorname{artanh}(\Omega/J_0)} .
\]

For weak tunnelling, \(\operatorname{artanh}r\approx r+r^3/3\) with \(r=\Omega/J_0\), and

\[
kT_c\approx J_0\left(1-\frac{r^2}{3}\right).
\]

The classical result is recovered, with a quadratic correction.

Near the threshold put \(r=1-\delta\). From \(\operatorname{artanh}r=\frac12\ln[(1+r)/(1-r)]\),

\[
kT_c\approx\frac{2J_0}{\ln(2/\delta)},\qquad \delta=1-\frac{\Omega}{J_0}\ll1 .
\]

The derivative of the right side with respect to \(\delta\) is \(2J_0/[\delta\ln^2(2/\delta)]\), which diverges as \(\delta\to0\). The transition temperature falls to zero with infinite slope. The reason is the finite splitting: a disordered bond has thermal probability \([1-\tanh(\Omega/kT)]/2\approx e^{-2\Omega/kT}\) of being in its upper level. Order survives until this small number reaches \(\delta/2\). The law belongs to mean field, which gives each bond a fixed splitting and leaves out collective excitations.

## Response of the disordered phase

Apply a weak field where \(m=0\) without it. To first order \(e\) stays at \(\Omega\), since its change is quadratic in \(J_0m+b\). Hence

\[
m=\frac{J_0m+b}{\Omega}\tanh\frac{\Omega}{kT}
\quad\Rightarrow\quad
m=\frac{b}{\Omega\coth(\Omega/kT)-J_0}.
\]

For \(\Omega=0.8J_0\) and \(kT=1.5J_0\) the slope \(dm/db\) is \(1.5635/J_0\); the infinite-range model, solved in a small field and extrapolated, gives \(1.5611/J_0\).

With \(n\) dipoles per volume, \(P=n\mu m\) and \(b=\mu E\). The protons' part of the susceptibility is

\[
\chi=\frac{P}{\varepsilon_0E}=\frac{A}{\Omega\coth(\Omega/kT)-J_0},\qquad A=\frac{n\mu^2}{\varepsilon_0}.
\]

This is the Barrett form. When \(kT\gg\Omega\), \(\Omega\coth(\Omega/kT)\to kT\), and the Curie–Weiss law \(\chi=A/(kT-J_0)\) appears. When \(\Omega>J_0\) and \(T\to0\), the response levels off at \(A/(\Omega-J_0)\). If \(\Omega\) is only slightly above \(J_0\), this is a quantum paraelectric: highly polarizable, yet unpolarized down to absolute zero.

At \(\Omega=J_0\) and \(T=0\) the linear response diverges, and the next order is needed. With \(h=J_0m+b\),

\[
m=\frac{h}{\sqrt{J_0^2+h^2}}\approx\frac{h}{J_0}-\frac{h^3}{2J_0^3}.
\]

Multiply by \(J_0\) and insert \(J_0m=h-b\). The linear terms cancel, leaving \(b=h^3/(2J_0^2)\), so \(m\approx h/J_0=(2b/J_0)^{1/3}\). At the threshold polarization grows as the cube root of the field.

## Numbers for a crystal near the threshold

Take \(J_0=19\) meV, \(\Omega=17.5\) meV, \(n=20\) nm⁻³ and \(\mu=0.04\) e nm. These are rough values in the regime of potassium dihydrogen phosphate. The dipole is an effective one: a bare proton displaced by 0.018 nm from the centre of its bond would give only 0.018 e nm, and in this crystal the bonds lie nearly perpendicular to the polar axis. So \(\mu\) stands almost entirely for the shifts of the other ions and the electrons along that axis, which follow the proton's position.

The ratio is \(r=17.5/19=0.921\), and \(J_0/k=220.5\) K. With \(\operatorname{artanh}r=1.596\),

\[
T_c=220.5\ \mathrm K\times\frac{0.921}{1.596}=127\ \mathrm K .
\]

At zero temperature \(m=\sqrt{1-0.8483}=0.389\). Full alignment would give \(n\mu=0.8\) e/nm² = 12.8 µC/cm², so \(P=0.389\times12.8=5.0\) µC/cm². At 100 K it is 4.0 µC/cm².

The zero-temperature energy gain is \((1.5)^2/38=0.059\) meV per proton, whereas \(kT_c\) is about 11 meV. There is no conflict: at \(T_c\) the upper level's population is \((1-r)/2\), about 4 %. Heat removes the order by populating a level some 35 meV up, which takes a temperature much larger than the gain suggests.

Being near the threshold makes \(T_c\) sensitive. With \(J_0\) fixed, a 5 % increase of \(\Omega\) lowers it from 127 to 104 K. With \(\Omega=10\) meV it would be 198 K.

Here \(A=579\) meV. At 300 K, \(\Omega\coth(\Omega/kT)=29.7\) meV, so \(\chi=579/10.7=54\). At 150 K it has risen to 579.

Now raise \(\Omega\) to 20 meV, keeping everything else. The crystal no longer orders, and \(\chi\) saturates at \(579/(20-19)=579\). It is 577 at 50 K, 417 at 100 K and 49 at 300 K. The plateau ends when \(\Omega[\coth(\Omega/kT)-1]\approx2\Omega e^{-2\Omega/kT}\) is no longer small beside \(\Omega-J_0=1\) meV. That happens well below \(2\Omega/k\), because the denominator is small.

## What correlations do

The smallest step beyond mean field treats a pair of neighbours exactly and the rest as an average. Take a simple cubic lattice with nearest-neighbour coupling \(J=J_0/6\), at \(T=0\). Let \(|\pm\rangle\) be the eigenstates of \(\sigma^x\). In the pair states \(|{+}{+}\rangle,|{-}{-}\rangle\) the Hamiltonian has diagonal elements \(\mp2\Omega\) and off-diagonal element \(-J\), so the ground energy is

\[
-R,\qquad R=\sqrt{4\Omega^2+J^2}.
\]

The ground state is \(\cos\alpha\,|{+}{+}\rangle+\sin\alpha\,|{-}{-}\rangle\) with \(\sin2\alpha=J/R\). A uniform field acts through \(M=\sigma^z_1+\sigma^z_2\), which turns either component into \(\sqrt2\,|t\rangle\), where \(|t\rangle=(|{+}{-}\rangle+|{-}{+}\rangle)/\sqrt2\) has energy \(-J\). The squared matrix element is \(2(\cos\alpha+\sin\alpha)^2=2(1+J/R)\). Perturbation theory gives twice this over the energy difference \(R-J\) for the response of \(M\), and half of that per site:

\[
\frac{m}{b_{\rm ext}}=\frac{2(1+J/R)}{R-J}.
\]

Each site has five neighbours outside the pair, so \(b_{\rm ext}=5Jm\) at the threshold. Therefore

\[
10J\left(1+\frac JR\right)=R-J\ \Rightarrow\ R^2-11JR-10J^2=0 .
\]

The positive root is \(R=\frac12(11+\sqrt{161})J=11.84J\), and \(\Omega=\frac12\sqrt{R^2-J^2}=5.90J=0.9835J_0\). Treating the pair exactly thus lowers the tunnelling needed to prevent order by 1.65 %.

An eight-site cube, treated in the same way by diagonalization, moves the threshold to \(0.946J_0\). With the example's parameters held fixed, \(T_c\) falls from 127 K to 117 K for the pair and 87 K for the cube. The values are still moving with cluster size, so 87 K is not a converged answer. Quantum Monte Carlo simulations of the full lattice put the threshold near \(0.86J_0\). At the example's ratio 0.921 this lattice therefore does not order at all, and the transition found for the cube is an artefact of its small size.

## Other levels, open surfaces and the real crystal

To size the higher proton levels, take a quartic double well with minima 0.036 nm apart. A barrier of 817 meV reproduces \(2\Omega=35\) meV, and the third level lies 575 meV above the lowest. Including ten levels, with \(J_0\) and the dipole matrix element of the lowest pair fixed, changes \(T_c\) from 127 to 129 K, about 1 %. This well is much stiffer than a real hydrogen bond: its harmonic quantum at a minimum is about 900 meV, twice that of a free O–H stretch. A bare proton with a barrier of 50 to 200 meV at the same distance would split by about 100 meV, too much for order at this \(J_0\). Heavier ions that move along with the proton raise the tunnelling mass. For such barriers a mass of two to three proton masses restores 35 meV; the third level then lies only 120 to 215 meV up, and \(T_c\) rises to 131–137 K. The two-level picture is thus good to several per cent in \(T_c\), and \(\Omega\) is an effective parameter, not the splitting of a bare proton.

The surfaces matter far more. So far \(E\) was the macroscopic field, set by electrodes and zero when these are short-circuited. In an open plate without free charge, uniformly polarized along its normal, the displacement vanishes: \(\varepsilon_0\varepsilon_bE+P=0\), where \(\varepsilon_b\) is the background permittivity. Then \(b=\mu E=-(A/\varepsilon_b)m\), and the effective coupling is \(J_0-A/\varepsilon_b\). With a rough \(\varepsilon_b=10\) this is \(19-57.9=-38.9\) meV. Uniform polarization along the normal is impossible even without tunnelling. Domains are not excluded, since their surface charges alternate in sign.

Potassium dihydrogen phosphate orders near 120 K with a polarization of roughly 5 µC/cm². The parameters were picked for that regime, so the agreement is no test of the model. The model's Curie constant, read from the average slope of \(1/\chi\) between 130 and 300 K, is about 9300 K, three times the rough real value of 3000 K. The slope is not constant: the local value \((A/k)(\sinh x/x)^2\), with \(x=\Omega/kT\), drops from about 14 000 K at 130 K to 7800 K at 300 K and approaches \(A/k\approx6700\) K only at much higher temperature. So with these values of \(\Omega\) and \(J_0\) a single effective dipole does not fit both the polarization and the Curie constant. The real transition is weakly discontinuous, unlike the one found here. The real crystal also breaks the assumption of independent protons: each phosphate group favours two near protons among its four bonds. On the simple cubic lattice, correlations of a simpler kind already remove the order; the effect of this four-proton rule has not been sized. The mean-field threshold \(\Omega=J_0\) is therefore a guide to the competition between tunnelling and coupling, not a precise criterion for this material.

The main computed values appear in the numerical output below.

## Computed results

```
Tests in units of J0
Omega=0.6, kT=0.5: m^2 formula: 0.55681
  same, exact infinite range, extrapolated: 0.55769
  <sx>, exact infinite range, extrapolated: 0.59959
Omega=0.8, T=0: m^2 exact, extrapolated: 0.36001
Omega=1.2, T=0: exact m^2 for N=1001: 0.0024288
Omega=1.2, T=0: exact m^2 for N=2001: 0.0012195
Omega=0.8, kT=1.5: dm/db formula: 1.5635
  same, exact infinite range, extrapolated: 1.5611
Example: rough values, potassium dihydrogen phosphate regime
J0: 19 meV
Omega: 17.5 meV
density of protons: 20 nm^-3
effective dipole: 0.04 e nm
Omega/J0: 0.92105
J0/k (Tc without tunnelling): 220.49 K
Tc: 127.25 K
m at T=0: 0.38944
fully ordered polarization n*mu: 12.817 uC/cm2
P at T=0: 4.9916 uC/cm2
P at 100 K: 4.0195 uC/cm2
energy gain of order per proton, T=0: 0.059211 meV
n*mu^2/eps0: 579.04 meV
susceptibility at 150 K: 578.53
susceptibility at 300 K: 54.191
Tc if Omega is 5 % larger: 104.24 K
Tc if Omega = 10 meV: 198.36 K
Quantum paraelectric, Omega = 20 meV
susceptibility at T=0: 579.04
susceptibility at 50 K: 576.9
susceptibility at 100 K: 416.77
susceptibility at 300 K: 49.01
Neglected: correlations (simple cubic stand-in)
threshold Omega/J0, 2-site cluster: 0.9835
threshold Omega/J0, 8-site cluster: 0.94584
Tc, 2-site cluster: 116.94 K
Tc, 8-site cluster (0 = no order): 87.193 K
Neglected: higher proton levels
distance of the minima: 0.036 nm
barrier that gives the splitting 2*Omega: 816.83 meV
third level above the lowest: 574.61 meV
Tc with ten levels: 128.62 K
Neglected: depolarizing field, open plate
background permittivity: 10
J0 - n*mu^2/(eps0*eps_b): -38.904 meV
```
